\section*{Nonlocal band-to-band tunnelling and the false current of a local Kane rate}

\section{A current with nowhere to go}

A junction with a gap of 0.50 eV has a total band drop of 0.40 eV. Every conduction state in the drain lies above every valence state in the source, so no electron can pass elastically from one to the other. A Kane generation rate, evaluated with the local field and integrated over the junction, nevertheless gives $\hbar J=2.03\times10^{-10}$ eV/\AA$^2$, or about 490 A/cm$^2$. The same bands in the same junction, treated with paths that must end on a real conduction state, give zero.

The local number is not a rounding residue. It is 84\% of the path current that flows when the drop is raised to 0.60 eV and a window for tunnelling has opened. To see what went wrong, one must derive the local rate from the same Hamiltonian as the nonlocal current and watch which information is discarded.

\section{Bands and the meaning of a final state}

Atomic units are used in the algebra. The midgap energy $U(x)$ falls monotonically from $U_L$ in the source to $U_R$ in the drain; $W=U_L-U_R$ is the drop and $F=-dU/dx>0$ is the field expressed as energy per length. The gap is $E_g=2a$. The model is the isotropic two-band Hamiltonian
\begin{equation}
H=U(x)+a\beta+P\,\boldsymbol\alpha\cdot\mathbf k ,
\end{equation}
where $\beta$ and the three $\alpha_i$ are $4\times4$ matrices that square to one and anticommute with each other. For constant $U$ the energies are $U\pm\sqrt{a^2+P^2k^2}$. Near the edge, $\sqrt{a^2+P^2k^2}\simeq a+P^2k^2/(2a)$, which must equal $a+k^2/(2m)$. Hence $P^2=a/m=E_g/(2m)$, with the same mass $m$ in both bands.

Since $U$ depends on $x$ alone, $\mathbf k_\perp$ is conserved. Define
\begin{equation}
M^2=a^2+P^2k_\perp^2,\qquad
N=\frac{a\beta+P\boldsymbol\alpha_\perp\cdot\mathbf k_\perp}{M}.
\end{equation}
The cross terms in $N^2$ cancel by anticommutation, so $N^2=1$, and $N$ anticommutes with $\alpha_x$. Therefore $\alpha_x$ maps the space $N=+1$ onto $N=-1$, and each has dimension two. If $e_1,e_2$ span the first, the pairs $(e_j,\alpha_xe_j)$ split the problem into two identical copies of
\begin{equation}
H_M=U+M\sigma_z+P\sigma_xk_x .
\end{equation}
The two copies supply the spin factor 2. Transverse motion acts as an enlarged half-gap $M$.

With $q=E-U$, $k_x=-i\,d/dx$ and components $(u,v)$, the equation $H_M\psi=E\psi$ reads
\begin{equation}
u'=\frac iP(q+M)v,\qquad v'=\frac iP(q-M)u .
\end{equation}
For constant $q$ this gives $P^2k_x^2=q^2-M^2$. A state propagates in the conduction band for $q>M$ and in the valence band for $q<-M$; in between it decays with
\begin{equation}
\kappa=\sqrt{M^2-q^2}/P .
\end{equation}

The velocity operator is $\partial H_M/\partial k_x=P\sigma_x$, so the flux is $j=2P\,\mathrm{Re}(u^*v)$. It is constant in $x$, because
\begin{equation}
(u^*v)'=\frac iP\left[(q-M)|u|^2-(q+M)|v|^2\right]
\end{equation}
is imaginary. If the drain has only a decaying solution at energy $E$, then $-\kappa u=(i/P)(q+M)v$ there, so $v=i\kappa Pu/(q+M)$. The product $u^*v$ is imaginary and $j=0$. Conservation carries this zero through the whole junction, however large the field is at its centre. The electron penetrates and is fully reflected.

An interband current thus needs $U_L-E>M$ at the source and $E-U_R>M$ at the drain:
\begin{equation}
M<\min(U_L-E,\;E-U_R). \label{eq:allowed}
\end{equation}
Adding the two requirements gives $W>2M\ge E_g$. For $W\le E_g$ the interband current is zero in this elastic, coherent model. Phonons, traps or gap states could provide other routes; they are outside it.

\section{How the local rate loses this condition}

At leading semiclassical order an allowed path has
\begin{equation}
T=e^{-S},\qquad S=2\int_{x_v}^{x_c}\kappa\,dx, \label{eq:S}
\end{equation}
where $q(x_v)=-M$ and $q(x_c)=M$. Each energy carries $dE/2\pi$ electrons per unit time and channel. With the spin factor, a full source valence band and an empty drain conduction band,
\begin{equation}
J=2\int\frac{dE}{2\pi}\int\frac{d^2k_\perp}{(2\pi)^2}\,T
 =\frac1\pi\int dE\int\frac{dM^2}{4\pi P^2}\,T , \label{eq:J}
\end{equation}
since $d^2k_\perp=\pi\,d(k_\perp^2)=\pi\,dM^2/P^2$. The integral covers the region (\ref{eq:allowed}).

Now let the field be uniform and unlimited in extent. Then $dx=dq/F$ and
\begin{equation}
S=\frac{2}{PF}\int_{-M}^{M}\sqrt{M^2-q^2}\,dq=\frac{\pi M^2}{PF},
\end{equation}
the integral being the area $\pi M^2/2$ of a half disc. All $M\ge a$ are allowed, so
\begin{equation}
\frac{dJ}{dE}=\frac1{4\pi^2P^2}\int_{a^2}^{\infty}dM^2\,e^{-\pi M^2/(PF)}
=\frac{F}{4\pi^3P}\,e^{-\pi a^2/(PF)} .
\end{equation}
A slice $dx$ covers the energy $dE=F\,dx$. This gives the Kane-type rate
\begin{equation}
G(F)=\frac{F^2}{4\pi^3P}\exp\left(-\frac{\pi a^2}{PF}\right). \label{eq:G}
\end{equation}
Inserting $P$ turns the exponent into $\pi\sqrt m\,E_g^{3/2}/(2\sqrt2F)$, the familiar form.

For a uniform field nothing is wrong with (\ref{eq:G}). A full two-component scattering calculation on a long ramp at 0.0080 eV/\AA\ gives $T=0.01876$ for $k_\perp=0$, equal to the semiclassical value to the digits shown. The trouble begins when $F$ is replaced by $F(x)$ and $G$ is integrated over a finite junction. Three assumptions are then carried along silently: every slice has a path, every transverse momentum has a final state, and the field at one point prevails along the entire path.

The junction used here is $U=-V\tanh(x/L)$, with $V=W/2$, $L=50$ \AA\ and $m=0.05$ electron masses. These are round model parameters and give $P=6.17$ eV\,\AA. For $W=0.40$ eV the peak field is $F_0=V/L=0.0040$ eV/\AA. A uniform field of that size needs a length $E_g/F_0=125$ \AA\ to lift the valence edge to the conduction edge. The local rate assumes this length and a drop of 0.50 eV along it, although the junction has just 0.40 eV to give.

The false current can be estimated by hand. The exponent at the centre is
\begin{equation}
\frac{\pi a^2}{PF_0}=\frac{\pi(0.25)^2}{6.17\times0.0040}\simeq7.95 ,
\end{equation}
and (\ref{eq:G}) gives $\hbar G\simeq7.4\times10^{-12}$ eV/\AA$^3$. Near the centre $F\simeq F_0(1-x^2/L^2)$. The factor $F^2$ contributes $e^{-2x^2/L^2}$ and the exponential $e^{-7.95x^2/L^2}$, so the effective width is $L\sqrt{\pi/9.95}\simeq28$ \AA. The product, $2.1\times10^{-10}$ eV/\AA$^2$, accounts for the opening number. It consists of transitions for which (\ref{eq:allowed}) has no solution.

\section{Why patching the rate is not enough}

The obvious patch is to switch $G$ off where no final state exists. This requires an energy label. In a uniform field the path centred at $x$ has $E=U(x)$, because its turning points lie symmetrically at $q=\pm M$. With that assignment, energy conservation keeps the slices with $|U|<V-a$. Condition (\ref{eq:allowed}) also cuts the $M^2$ integral at $(V-|U|)^2$, which multiplies $G$ by
\begin{equation}
1-\exp\left\{-\frac{\pi[(V-|U|)^2-a^2]}{PF}\right\}. \label{eq:cut}
\end{equation}

At $W=0.80$ eV the energy restriction leaves 84\% of the local current and (\ref{eq:cut}) leaves 73\%. The path current is 27\%. So 27\% of the local total belongs to missing final states, while a further 47\% comes from letting the field at one point stand for the whole path. Both shares depend on the energy assignment, but they show that a final-state mask cures the current below threshold without making the rate accurate above it.

A second patch replaces $F(x)$ by the mean field along the path. For $E=0$ and $k_\perp=0$ the turning points are at $\mp36.66$ \AA, so the mean field is $0.50/73.32=0.00682$ eV/\AA. The uniform-field exponent becomes
\begin{equation}
\frac{\pi(0.25)^2}{6.17\times0.00682}\simeq4.67 ,
\end{equation}
against a path action of 4.47 and a local value of 3.98. The mean field now makes the transmission of this path about 18\% too small. The reason is visible in $S=(2/P)\int\sqrt{M^2-q^2}\,dq/F$. The weight is greatest at midgap, where this junction has its strongest field, whereas the path length $\int dq/F$ weights all $q$ equally. The remedy is to integrate $\kappa$ itself.

\section{The path scheme}

Let the mesh values be $x_i$ and $U_i$, with $U$ linear within each cell. For a chosen pair $(E,M)$ set $q_i=E-U_i$. An antiderivative of $\sqrt{M^2-q^2}$ is
\begin{equation}
\Phi(q)=\frac12\left[q\sqrt{M^2-q^2}+M^2\arcsin\frac qM\right],
\end{equation}
because its derivative is $\frac12[\sqrt{M^2-q^2}+(M^2-q^2)/\sqrt{M^2-q^2}]$. Let $\bar q_i$ be $q_i$ clipped to $[-M,M]$. Then
\begin{equation}
S=\frac2P\sum_i\frac{x_{i+1}-x_i}{q_{i+1}-q_i}
\left[\Phi(\bar q_{i+1})-\Phi(\bar q_i)\right]. \label{eq:mesh}
\end{equation}
Cells outside the barrier contribute zero. A flat cell, with $q_{i+1}=q_i$ as in a neutral contact, makes the term $0/0$ and must be treated separately: its contribution to the sum is $(x_{i+1}-x_i)\sqrt{M^2-\bar q_i^2}$, which vanishes outside the barrier. A cell containing a turning point contributes just its forbidden part, so neither a root search nor a special rule for the square-root endpoint is needed.

Clipping alone is dangerous. If the drain lies in the gap, (\ref{eq:mesh}) still returns a finite number on a finite mesh, and $e^{-S}$ would be another false current. The path must therefore be accepted only if
\begin{equation}
q_{\rm first}<-M\quad\hbox{and}\quad q_{\rm last}>M .
\end{equation}

The calculation then proceeds as follows.
\begin{enumerate}
\item Choose energies with $U_R+a<E<U_L-a$. If this interval is empty, the current is zero.
\item For each energy, set $M_t=\min(U_L-E,E-U_R)$ and integrate over $a^2<M^2<M_t^2$. The substitution $M^2=M_t^2-(M_t^2-a^2)s^2$, with $0<s<1$, smooths the square-root behaviour of $S$ at the upper limit.
\item Compute $S$, check both ends, and add $w\,e^{-S}$ to $J$, where $w$ contains the quadrature weight and the factors in (\ref{eq:J}).
\item Deposit a hole current $w\,e^{-S}$ in the cell containing $x_v$ and an equal electron current in the cell containing $x_c$. Division by the cell width gives generation rates.
\end{enumerate}

In a long junction $M_t^2$ can far exceed the range that matters. The integrand of $S$ vanishes at its endpoints, so differentiation acts on the integrand alone:
\begin{equation}
\frac{dS}{dM^2}=\frac1P\int_{-M}^{M}\frac{dq}{F\sqrt{M^2-q^2}}
\ge\frac{\pi}{PF_{\max}} . \label{eq:dS}
\end{equation}
Capping $M^2$ at $a^2+30PF_{\max}/\pi$ therefore discards only transmissions below $e^{-30}$ times the one at $M=a$ and the same energy.

Step 4 is a physical difference from a local rate, which creates both carriers at one point. At $W=0.80$ eV the mean hole and electron positions are $-44$ and $+44$ \AA. They lie outside the central turning points at $\mp36.7$ \AA\ for two reasons. Transverse momentum raises $M$ above $a$. In addition, $x_c=L\,\mathrm{artanh}[(M-E)/V]$ is convex for positive argument, so averaging over energies placed symmetrically about zero moves it outward. In a self-consistent device calculation this separation would enter the charge density; here $U$ is prescribed.

\section{A junction with a closed action}

For the tanh junction the mesh sum can be compared with an analytic result. From $dU/dx=-(V^2-U^2)/(VL)$,
\begin{equation}
\frac{dx}{dq}=\frac{VL}{V^2-U^2}
=\frac L2\left[\frac1{V-E+q}+\frac1{V+E-q}\right].
\end{equation}
Put $b_\pm=V\pm E$, both larger than $M$ on an allowed path. Equation (\ref{eq:dS}) needs the following integral, with $q=M\sin\theta$, the angles $\pm\theta$ paired, and $t=\tan\theta$:
\begin{align}
\int_{-M}^{M}\frac{dq}{(b\pm q)\sqrt{M^2-q^2}}
&=\int_0^{\pi/2}\frac{2b\,d\theta}{b^2-M^2\sin^2\theta}\nonumber\\
&=\int_0^\infty\frac{2b\,dt}{b^2+(b^2-M^2)t^2}
=\frac{\pi}{\sqrt{b^2-M^2}} .
\end{align}
Hence $dS/dM^2=(\pi L/2P)\sum_\pm(b_\pm^2-M^2)^{-1/2}$. Since $S=0$ at $M=0$, integration gives
\begin{equation}
S=\frac{\pi L}{P}\sum_\pm\left(b_\pm-\sqrt{b_\pm^2-M^2}\right). \label{eq:closed}
\end{equation}
For $W=0.80$ eV, $E=0$ and $M=a$ this is
\begin{equation}
S=\frac{2\pi\times50}{6.17}\left(0.40-\sqrt{0.40^2-0.25^2}\right)\simeq4.47 .
\end{equation}
Over all quadrature points at this drop, the mesh action differs from (\ref{eq:closed}) by at most $6.1\times10^{-5}$ of its value.

The closed form also fixes the sign of the local error. Since
\begin{equation}
b-\sqrt{b^2-M^2}=\frac{M^2}{b+\sqrt{b^2-M^2}}\ge\frac{M^2}{2b},
\end{equation}
and $1/b_++1/b_-=2V/(V^2-E^2)$,
\begin{equation}
S\ge\frac{\pi M^2}{P}\,\frac{VL}{V^2-E^2}=\frac{\pi M^2}{PF(x)}\bigg|_{U(x)=E}.
\end{equation}
For this profile the local model overestimates every allowed transmission and then adds forbidden ones. The inequality belongs to the tanh shape; a path centred on a field minimum could behave differently.

\section{When locality becomes legitimate}

Keep the peak field $F_0=V/L$ fixed and lengthen the junction. The next term in the expansion of (\ref{eq:closed}) is
\begin{equation}
S-S_{\rm loc}\simeq\frac{\pi L}{P}\,\frac{M^4}{8}
\left(\frac1{b_+^3}+\frac1{b_-^3}\right).
\end{equation}
At fixed $E/V$ and $M$, $L\propto V$ and $b^{-3}\propto V^{-3}$, so the difference falls as $V^{-2}$. The false contribution near the window edges falls faster: there $F\simeq2aF_0/V$, and the local exponent grows in proportion to $V$.

At $F_0=0.0080$ eV/\AA, drops of 0.80, 1.60, 3.20 and 6.40 eV give path-to-local ratios of 0.27, 0.76, 0.94 and 0.98. The last two deficits are 0.0635 and 0.0164 on the mesh; the third digit carries discretisation error, and the closed action (\ref{eq:closed}) gives 0.0632 and 0.0160. Their ratio of 3.9 is close to the factor 4 expected from doubling $V$. The largest drops are a mathematical limit of the two-band model, not a proposed device. They show that the path current goes over into the integrated local rate when the field varies slowly, so the fault lies in using (\ref{eq:G}) outside that limit.

\section{Checks beyond the semiclassical path}

Replacing $e^{-S}$ by the transmission of the full two-component equation tests (\ref{eq:S}) in the finite junction. The path current is higher than the scattering current by 1.7\% at $W=0.60$ eV and by 0.2\% at 0.80 eV. The cause is the edge of the allowed region, where an end wave number tends to zero: the semiclassical factor stays finite there, while the wave is reflected by the slowly propagating end. At $W=0.60$ eV and $E=0$, where the edge is at $M=0.30$ eV, $e^{-S}$ is within 0.1\% of the full transmission at $M=0.25$ eV but about nine times too large at $M=0.2999$ eV. The energy window is 0.10 eV wide in the first case and 0.30 eV in the second, so edges weigh more in the first. Just above threshold the full transmission should be used: at $W=0.51$ eV the path current is already too high by nearly one half.

A time-dependent wave packet tests the final-state rule without assuming stationary paths. Packets arrive from the source valence band 0.40 eV below its midgap energy. At $W=0.80$ eV a fraction 0.01144 is transmitted, in agreement with the average of the scattering transmission over the packet. At $W=0.40$ eV the same packet faces the middle of the drain gap, and the fraction found beyond the junction is $6.8\times10^{-10}$. This residue is not transmission. The packet starts six standard deviations from the junction, so about $1\times10^{-9}$ of it lies on the drain side from the outset, and most of that tail simply moves on. Starting seven standard deviations away (\texttt{start=-3500.0} in the program) lowers the fraction to about $8\times10^{-13}$. The peak field is also halved between the two runs, but that cannot account for the drop: the local exponent 7.95 would still allow a transmission of about $3.5\times10^{-4}$.

\section{Final states that exist but are filled}

A state can also be unavailable because it is occupied. For contacts with occupations $f_v$ and $f_c$, the difference of the two opposing flows inserts $f_v(E)-f_c(E)$ into (\ref{eq:J}). In equilibrium the factor vanishes at every energy, even if the bands overlap. The local rate (\ref{eq:G}) contains no such factor and still generates carriers.

Suppose, at zero temperature and for the same prescribed $U$ with $W=0.80$ eV, that the drain is filled up to $E=0$. Equation (\ref{eq:closed}) is even in $E$, so exactly half the semiclassical current survives: $\hbar J$ falls from $1.48\times10^{-8}$ to $0.74\times10^{-8}$ eV/\AA$^2$. The local result stays at $5.57\times10^{-8}$ eV/\AA$^2$. An occupation factor can be added to the path sum without ambiguity because each path has one energy and two identified ends.

The scheme relies on a monotone, one-dimensional potential. With several barriers along the line, (\ref{eq:mesh}) would add their actions but miss interference and resonances between them. In a transistor whose potential varies in two dimensions, the path itself must also be determined, and $\mathbf k_\perp$ need not be conserved. Different electron and hole masses, confinement and additional valence bands change $\kappa$ and the edges. The requirement of a propagating, unoccupied state at the far end remains for elastic coherent transport. The numerical output below gives the full set of currents and checks.

\section*{Computed values}
\begin{verbatim}
gap 0.50 eV, mass 0.050 m_e, L 50 angstrom
band parameter P = 6.1725 eV angstrom
uniform field 0.0080 eV/angstrom:
  T scattering 0.01876, T formula 0.01876
hbar*J in eV/angstrom^2; W in eV; peak field in eV/angstrom
   W   peak field   local       path        scattering
 0.40  0.0040      2.031e-10   0.000e+00   0.000e+00
 0.48  0.0048      1.181e-09   0.000e+00   0.000e+00
 0.60  0.0060      7.537e-09   2.427e-10   2.386e-10
 0.80  0.0080      5.569e-08   1.482e-08   1.479e-08
 1.20  0.0120      5.348e-07   3.300e-07   3.299e-07
W=0.40 eV: false local current 4.943e+02 A/cm^2
W=0.80 eV: local 1.355e+05 A/cm^2, path 3.608e+04 A/cm^2
false local(0.40)/path(0.60) = 0.837
W=0.80 eV, path at E=0 and zero transverse momentum:
  from -36.66 to 36.66 angstrom
  action path 4.4665, local 3.9763
  exp(-action) path 0.01149
  mean hole position -44.14 angstrom
  mean electron position 44.14 angstrom
  largest relative action error of mesh 6.1e-05
W=0.80 eV, share of the full local current:
  energy has a final state      0.8411
  and transverse momentum fits  0.7322
  path current                  0.2662
wave packet, incoming energy 0.40 eV below source midgap:
  W=0.80 eV: transmitted 0.01144, scattering 0.01144
  W=0.40 eV: transmitted 6.8e-10
fixed peak field 0.0080 eV/angstrom, growing length:
  W 0.80 eV, L 50 angstrom: path/local 0.2662
  W 1.60 eV, L 100 angstrom: path/local 0.7615
  W 3.20 eV, L 200 angstrom: path/local 0.9365
  W 6.40 eV, L 400 angstrom: path/local 0.9836
\end{verbatim}
